# Exponential attraction between two opposite-sense Ising walls in a quartic ferroelectric

## Part I. What the energy of a wall pair means, and why it rises with separation

**Q.** You want me to believe that two ferroelectric domain walls attract although no electric or elastic field acts between them. What is the system, and what has been left out?

**A.** A uniaxial ferroelectric has a polarization \(P\) along one fixed axis. The walls are parallel planes containing that axis, and \(P\) varies only along their normal \(x\). The polarization then has no divergence in the bulk, so the walls carry no bound charge. I neglect fields from the outer surfaces of the crystal and all elastic energy. In mean field, the free energy per wall area, measured from a uniform domain, is

\[
F=\int_{-\infty}^{\infty}\left[\frac g2P'^2+V(P)\right]dx,\qquad
V(P)=\frac b4\left(P_0^2-P^2\right)^2,\qquad P_0^2=\frac ab,
\]

with \(a,b,g>0\) and \(P'=dP/dx\). Expanding the square gives

\[
V=\frac{aP_0^2}{4}-\frac a2P^2+\frac b4P^4,
\]

the usual quartic double well plus a constant that makes \(V(\pm P_0)=0\). I use Gaussian units, in which \(P^2\) is an energy density, \(a\) is a pure number and \(g\) is an area. This is a classical continuum theory, so \(\hbar\), \(m\) and \(e\) do not appear.

**Q.** Before there are two walls there must be one. Where does the tanh come from?

**A.** Vary \(P\) by \(\delta P\), which vanishes at infinity. After one integration by parts, \(\delta F=\int[-gP''+V'(P)]\,\delta P\,dx\). Equilibrium therefore requires

\[
gP''=V'(P)=-aP+bP^3 .
\]

Multiply by \(P'\). Both sides are total derivatives, so

\[
\frac{d}{dx}\left[\frac g2P'^2-V(P)\right]=0 .
\]

For a single wall, \(P'\) and \(V\) both vanish far away. The constant is zero and \((g/2)P'^2=V\). Take the rising wall, write \(P=P_0u\), and use \(bP_0^2=a\):

\[
u'=\sqrt{\frac{b}{2g}}\,P_0(1-u^2)=\frac{1-u^2}{w},\qquad w=\sqrt{\frac{2g}{a}} .
\]

Since \(\int du/(1-u^2)=\operatorname{artanh}u\), the wall centred at zero is \(P=P_0\tanh(x/w)\). The opposite-sense wall is its negative. The length \(w\) is a half-width scale: most of the reversal takes place between \(-w\) and \(w\).

**Q.** And its energy?

**A.** On the wall \(V=(g/2)P'^2\), so the integrand of \(F\) is \(gP'^2\). With \(P'\,dx=P_0\,du\),

\[
\sigma=g\int P'^2dx=\frac{gP_0^2}{w}\int_{-1}^{1}(1-u^2)\,du=\frac{4gP_0^2}{3w}.
\]

Gradient and well energy contribute equally. The tail will matter later. For \(x\gg w\),

\[
\tanh\frac xw=\frac{1-e^{-2x/w}}{1+e^{-2x/w}}\simeq1-2e^{-2x/w},
\]

so the polarization falls short of \(P_0\) by \(2P_0e^{-2x/w}\).

**Q.** Now put in a second wall. I would look for the equilibrium profile with two walls at distance \(d\) and compute its energy.

**A.** There is no such profile for free walls. Suppose \(P\to P_0\) on both sides, with a reversed domain between. The conserved quantity is still zero, because it vanishes at infinity. A profile that descends and returns has a lowest point, where \(P'=0\). There \(V=0\), hence \(P=\pm P_0\). A solution of the second-order equation with that value and zero slope is the uniform state, by uniqueness. So a static pair at finite \(d\) does not exist, and this already suggests a force.

**Q.** Then "the interaction energy at separation \(d\)" has no meaning. You cannot differentiate a thing you have not defined.

**A.** It needs a definition. Hold the zeros of \(P\) at \(x=\pm d/2\), require \(P\le0\) between them and \(P\to P_0\) outside, and minimize the energy. Call the minimum \(F_{\min}(d)\) and set

\[
U(d)=F_{\min}(d)-2\sigma .
\]

The constraint is the theoretical counterpart of two pins that hold the wall centres. The slope of \(U\) is the force that the pins must supply.

**Q.** How do you minimize with pins in the way?

**A.** The pins fix \(P=0\) at two points, so the three regions decouple. In the right outer region \(P\) runs from 0 to \(P_0\). Because \((\sqrt{g/2}\,|P'|-\sqrt V)^2\ge0\),

\[
\frac g2P'^2+V\ge\sqrt{2gV}\,|P'| ,
\]

and therefore

\[
F_{\rm right}\ge\int_0^{P_0}\sqrt{2gV(P)}\,dP=\frac{\sigma}{2}.
\]

The last equality follows because the tanh wall satisfies the inequality as an equality and has half its energy on each side of its centre. Half a tanh wall is thus the minimizer. The two outer regions together cost \(\sigma\) at every \(d\), and

\[
U(d)=E_{\rm in}(d)-\sigma ,
\]

where \(E_{\rm in}\) is the least energy of the inner region.

**Q.** In the inner region \(P=0\) everywhere also meets your conditions. How do I know there is a reversed domain at all?

**A.** For small \(d\) there is none. A function that vanishes at both ends of an interval of length \(d\) obeys \(\int P'^2dx\ge(\pi/d)^2\int P^2dx\), as its sine series shows. Also \(V(P)\ge V(0)-aP^2/2\). Hence

\[
E\ge V(0)\,d+\frac12\left(\frac{g\pi^2}{d^2}-a\right)\int P^2dx .
\]

If the bracket is positive or zero, \(P=0\) is a minimum. If it is negative, a small half-sine wave lowers the energy, since its quartic cost is of higher order. The change occurs at

\[
d_{\min}=\pi\sqrt{\frac ga}=\frac{\pi w}{\sqrt2}\approx2.22\,w .
\]

Below this, the inner region is too short to pay for the gradients of a reversed domain.

**Q.** Take \(d>d_{\min}\), then. What does the inner profile look like?

**A.** Let \(Q=-P\ge0\). The minimizer obeys the same equilibrium equation, because replacing any trial \(P\) by \(-|P|\) leaves its energy unchanged, so the sign condition exerts no force of its own. The conserved quantity now need not be zero. At the largest value \(Q=P_m\) the slope vanishes. With \(V_m=V(P_m)\),

\[
\frac g2Q'^2=V(Q)-V_m .
\]

At a maximum \(gQ''=V'(Q)\le0\), which requires \(P_m\le P_0\). Equality would give the uniform state, which does not vanish at the pins, so \(P_m<P_0\). The slope can vanish only at \(Q=P_m\). The profile therefore rises from one pin to \(P_m\), turns once and descends symmetrically to the other pin. The turning point is the midpoint.

**Q.** So the midpoint never reaches full reversed polarization. Is that where the force comes from?

**A.** Yes, and the relation is simple. Use the first integral to replace \(V\) by \((g/2)Q'^2+V_m\) in the energy:

\[
E_{\rm in}=\int_{-d/2}^{d/2}\left(gQ'^2+V_m\right)dx .
\]

On each half, \(gQ'^2dx\) has the magnitude \(g|Q'|\,dQ\), and \(g|Q'|=\sqrt{2g(V-V_m)}\). Thus

\[
E_{\rm in}=V_md+2\int_0^{P_m}\sqrt{2g\,[V(Q)-V_m]}\;dQ .
\]

Now change \(d\). Both \(V_m\) and \(P_m\) change with it, so

\[
\frac{dE_{\rm in}}{dd}=V_m+\frac{dV_m}{dd}\left[d-2\int_0^{P_m}\frac{g\,dQ}{\sqrt{2g\,[V(Q)-V_m]}}\right].
\]

The moving upper limit adds nothing, because the integrand vanishes there.

**Q.** The differentiated integrand is infinite at that limit. Are you allowed to do this?

**A.** Yes. Use \(v=V(Q)\) as the integration variable. The integral becomes \(\int_{V_m}^{V(0)}\sqrt{2g(v-V_m)}\,dv/|V'(Q)|\). Its weight \(1/|V'|\) is regular near \(v=V_m\) and has an integrable inverse-square-root singularity at the fixed end \(v=V(0)\). Differentiation then yields a second integrable inverse square root, at \(v=V_m\), and the formula stands.

The remaining integral is known, because

\[
\frac{g}{\sqrt{2g(V-V_m)}}=\frac{1}{\sqrt{(2/g)(V-V_m)}}=\frac1{|Q'|},
\]

and twice \(\int_0^{P_m}dQ/|Q'|\) is the length of the inner region, \(d\). The square bracket vanishes. What is left is

\[
\boxed{\frac{dU}{dd}=V(P_m)>0 }.
\]

The energy rises with separation, so the walls attract. This holds within the model at every \(d>d_{\min}\), without an expansion.

**Q.** I would like to see that physically. Why should lengthening the inner domain cost \(V(P_m)\), and not some average over the profile?

**A.** Cut the profile at the midpoint, where the slope is zero, and insert a thin slice of uniform material with \(P=-P_m\). The slice joins smoothly and costs \(V(P_m)\) per unit length. The profile can then relax, but it started from a minimum at the old length, so the relaxation gains energy only at second order in the thickness.

The pins feel the same number. Outside, \((g/2)P'^2=V(0)\) at a pin; inside, \((g/2)P'^2=V(0)-V_m\). The difference between the two sides is the pressure \(V_m\) with which the wall pushes on its pin, towards the other wall.

**Q.** What about \(d<d_{\min}\)?

**A.** There \(P=0\) inside, so \(E_{\rm in}=V(0)d\) and the slope of \(U\) is \(V(0)\), still attractive. At \(d\to0\) the definition gives \(U\to-\sigma\) and not \(-2\sigma\), because the pins still force \(P\) through zero. Free walls would disappear altogether. The pinned energy is a sensible wall-pair energy at large \(d\), which is the case of interest.

**Q.** You have traded an unknown force for an unknown \(P_m\). How does it depend on \(d\)?

**A.** Through the same length condition, \(d=2\int_0^{P_m}dQ/|Q'|\). Factor the difference of squares:

\[
V(Q)-V_m=\frac b4\left[(P_0^2-Q^2)^2-(P_0^2-P_m^2)^2\right]
=\frac b4(P_m^2-Q^2)(2P_0^2-P_m^2-Q^2).
\]

Since \(b/(2g)=1/(w^2P_0^2)\),

\[
|Q'|=\frac{\sqrt{(P_m^2-Q^2)(2P_0^2-P_m^2-Q^2)}}{wP_0}.
\]

Put \(Q=P_m\sin\theta\). Then \(dQ=P_m\cos\theta\,d\theta\), and this factor cancels \(\sqrt{P_m^2-Q^2}=P_m\cos\theta\). With \(\mu=P_m/P_0\),

\[
d=2w\int_0^{\pi/2}\frac{d\theta}{\sqrt{2-\mu^2-\mu^2\sin^2\theta}} .
\]

The integrand grows with \(\mu\) at every \(\theta>0\). At \(\mu\to0\) the formula returns \(d=\pi w/\sqrt2\), the threshold found above. At \(\mu\to1\) the integrand tends to \(1/\cos\theta\) and the separation diverges. Each \(d>d_{\min}\) therefore has one value of \(\mu\), and distant walls have \(\mu\) close to 1.

## Part II. The exponential law, its numbers and its limits

The first part used \(F=\int[(g/2)P'^2+V]\,dx\) with \(V=(b/4)(P_0^2-P^2)^2\) and \(a=bP_0^2\). One wall is \(\pm P_0\tanh(x/w)\), with \(w=\sqrt{2g/a}\) and energy \(\sigma=4gP_0^2/(3w)\). For a pair with zeros held at \(\pm d/2\), \(U(d)\) is the energy minus \(2\sigma\), and \(dU/dd=V(P_m)\), where \(P_m=\mu P_0\) is the magnitude of \(P\) at the midpoint. The separation fixes \(\mu\) through

\[
d=2w\int_0^{\pi/2}\frac{d\theta}{\sqrt{2-\mu^2-\mu^2\sin^2\theta}} .
\]

**Q.** Let me guess the answer. One wall disturbs the polarization at the other by an amount of order \(e^{-2d/w}\). Energy is quadratic around equilibrium, so \(U\) should go as \(e^{-4d/w}\).

**A.** The force is set at the midpoint, at a distance \(d/2\) from each wall. A tail there is \(2P_0e^{-d/w}\), and its square is of order \(e^{-2d/w}\). If the two tails add, the deficit is \(P_0-P_m\simeq4P_0e^{-d/w}\).

**Q.** "If the tails add" is an assumption in a nonlinear problem, and the factor of 4 gets squared.

**A.** Then take it from the length condition. Factor out \(2-\mu^2\):

\[
d=\frac{2w}{\sqrt{2-\mu^2}}K,\qquad
K=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-k^2\sin^2\theta}},\qquad
k^2=\frac{\mu^2}{2-\mu^2}.
\]

Let \(k'^2=1-k^2\), which is small for distant walls. Put \(\theta=\pi/2-\varphi\), so that \(1-k^2\cos^2\varphi=\sin^2\varphi+k'^2\cos^2\varphi\), and then \(t=\tan\varphi\), with \(d\varphi=dt/(1+t^2)\):

\[
K=\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(t^2+k'^2)}} .
\]

The substitution \(t\to k'/t\) leaves this integrand and its measure unchanged and exchanges the ranges below and above \(\sqrt{k'}\). Hence \(K\) is twice the integral from 0 to \(\sqrt{k'}\). On that range \(1/\sqrt{1+t^2}\) lies between \(1/\sqrt{1+k'}\) and 1, so

\[
\frac{2}{\sqrt{1+k'}}\operatorname{arsinh}\frac1{\sqrt{k'}}\le K\le2\operatorname{arsinh}\frac1{\sqrt{k'}} .
\]

For large argument \(\operatorname{arsinh}y\to\ln(2y)\). The gap between the bounds is of order \(k'\ln(1/k')\) and vanishes, which leaves

\[
K=\ln\frac4{k'}+o(1),
\]

where \(o(1)\) tends to zero with \(k'\).

**Q.** You still have the factor \(\sqrt{2-\mu^2}\). A small error multiplying a large logarithm could spoil the prefactor.

**A.** Let \(\eta=1-\mu^2\). From the definition of \(k\),

\[
k'^2=\frac{2(1-\mu^2)}{2-\mu^2}=\frac{2\eta}{1+\eta}
\quad\Longrightarrow\quad \eta=\frac{k'^2}{2-k'^2}\simeq\frac{k'^2}{2}.
\]

The factor is \(1/\sqrt{1+\eta}=1+O(k'^2)\). Its error times the logarithm is of order \(k'^2\ln(1/k')\), which also vanishes. Therefore \(d/(2w)=\ln(4/k')+o(1)\), and

\[
k'^2\simeq16e^{-d/w},\qquad \eta\simeq8e^{-d/w},\qquad
1-\mu\simeq\frac\eta2\simeq4e^{-d/w}.
\]

The tails do add at leading order. The force follows from \(V_m=(b/4)P_0^4\eta^2=(aP_0^2/4)\eta^2\):

\[
\frac{dU}{dd}\simeq\frac{aP_0^2}{4}\,64\,e^{-2d/w}=16aP_0^2e^{-2d/w}
=\frac{32gP_0^2}{w^2}e^{-2d/w}=\frac{24\sigma}{w}e^{-2d/w}.
\]

The last two steps use \(a=2g/w^2\) and \(gP_0^2/w=3\sigma/4\).

**Q.** And the energy itself? An integration constant is missing.

**A.** As \(d\to\infty\), \(V_md\to0\) and the remaining part of \(E_{\rm in}\) tends to \(2\int_0^{P_0}\sqrt{2gV}\,dQ=\sigma\). So \(U\to0\), and

\[
U(d)=-\int_d^\infty V_m\,ds\simeq-\frac{24\sigma}{w}\,\frac w2\,e^{-2d/w},
\]

\[
\boxed{U(d)\simeq-12\,\sigma\,e^{-2d/w}=-\frac{16gP_0^2}{w}\,e^{-2d/w}}\qquad(d\gg w).
\]

The force along increasing \(d\) is \(-dU/dd\), which is negative.

**Q.** My walls were two tanh walls. Yours are pieces of an elliptic function held by pins. Would simply adding two tanh profiles give the same energy?

**A.** Yes, at leading order, and it can be calculated directly. Let \(\xi=x/w\), \(D=d/w\), and take

\[
\frac P{P_0}=u=\alpha+\beta-1,\qquad
\alpha=1-\tanh\left(\xi+\tfrac D2\right),\qquad
\beta=1+\tanh\left(\xi-\tfrac D2\right).
\]

Because \(V=(gP_0^2/2w^2)(1-u^2)^2\), the energy in units of \(gP_0^2/w\) is \(\int\frac12[u_\xi^2+(1-u^2)^2]\,d\xi\). Write \(A=\alpha(2-\alpha)\) and \(B=\beta(2-\beta)\). Since \(1-\tanh^2\) is the derivative of tanh, \(\alpha_\xi=-A\) and \(\beta_\xi=B\). Also \(1-u^2=(\alpha+\beta)(2-\alpha-\beta)=A+B-2\alpha\beta\). The density is

\[
\tfrac12(B-A)^2+\tfrac12(A+B-2\alpha\beta)^2
=A^2+B^2-2\alpha\beta(A+B)+2\alpha^2\beta^2 .
\]

The terms \(A^2\) and \(B^2\) are the densities of two isolated walls. The rest is the interaction.

**Q.** The rest is a product of tails everywhere. Where does it collect?

**A.** Near the walls. At the left wall let \(y=\xi+D/2\). There \(\beta\simeq2e^{-2D}e^{2y}\), while \(\alpha=2/(1+e^{2y})\) gives \(e^{2y}=(2-\alpha)/\alpha\). The term with \(A\) contributes

\[
-2\int\alpha\beta A\,dy\simeq-4e^{-2D}\int(2-\alpha)A\,dy
=-4e^{-2D}\int_0^2(2-\alpha)\,d\alpha=-8e^{-2D},
\]

where \(A\,dy=-d\alpha\). The term with \(B\) gives the same at the right wall by reflection, so the sum is \(-16e^{-2D}\), as before. The leftover pieces are smaller. Between the walls \(\alpha\beta\le4e^{-2D}\), so \(2\alpha^2\beta^2\) integrates to order \(De^{-4D}\). The correction to the approximate \(\beta\) has the same order.

**Q.** So one method finds the force in the middle and the other finds the energy at the walls. Which location is right?

**A.** Both calculations are correct, because they answer different questions. The interaction part of the energy density of the added profile is largest in magnitude near the walls, about \(0.35w\) inside each centre. In the pinned equilibrium the force is a pressure, the same through every plane between the walls, and the midplane is the easiest place to evaluate it. The added tanh profile is not an equilibrium, so its local pressure varies from plane to plane, although its energy is right at leading order.

**Q.** Give me numbers, and tell me how far apart "well separated" is.

**A.** Take round parameters that belong to no particular material: \(a=0.05\), \(P_0=10^5\) statC/cm² and \(g=2.5\times10^{-16}\) cm². Then

\[
w=\sqrt{\frac{2(2.5\times10^{-16})}{0.05}}\ \text{cm}=10^{-7}\ \text{cm},\qquad
\sigma=\frac{4(2.5\times10^{-16})(10^{10})}{3\times10^{-7}}=33.3\ \text{erg/cm}^2 .
\]

The prefactors are \(12\sigma=400\) erg/cm² and \(24\sigma/w=8.0\times10^9\) erg/cm³. At \(d=5w\), \(e^{-10}=4.54\times10^{-5}\), so the law gives \(U=-0.01816\) erg/cm² and \(dU/dd=3.63\times10^5\) erg/cm³. A numerical solution of the pinned boundary-value problem gives \(-0.01820\) erg/cm² (\(-1.82\times10^{-5}\) J/m²) and \(3.65\times10^5\) erg/cm³ (\(3.65\times10^4\) Pa).

The energies, in erg/cm², compare as follows.

| \(d/w\) | pinned | law | added tanh walls |
|---|---|---|---|
| 3 | −1.045 | −0.992 | −0.959 |
| 4 | −0.1356 | −0.1342 | −0.1333 |
| 5 | −0.01820 | −0.01816 | −0.01814 |
| 6 | −0.002459 | −0.002458 | −0.002457 |

Relative to the law, the pinned force is larger by 10% at \(3w\), 2% at \(4w\) and 0.4% at \(5w\). For these purposes \(4w\) is already well separated. The full numerical output follows this text.

**Q.** Real walls are not pinned. Do free ones move together at the rate your force implies?

**A.** That needs a law of motion. Take overdamped relaxation with a damping coefficient \(\gamma\):

\[
\gamma\frac{\partial P}{\partial t}=gP''-V'(P).
\]

Let the right wall be at \(X=d/2\). Near it the profile moves almost rigidly, so \(\partial P/\partial t\simeq-\dot X P'\). Multiply by \(P'\) and integrate from the midpoint to infinity. The left side is \(-\gamma\dot X\int P'^2dx\simeq-\gamma\dot X\sigma/g\). The right side is

\[
\left[\frac g2P'^2-V\right]_0^\infty=V(P_m),
\]

because the slope vanishes at the midpoint and both terms vanish at infinity. Hence \(\dot X=-gV(P_m)/(\gamma\sigma)\). Both walls move, so

\[
\dot d=2\dot X\simeq-\frac{48g}{\gamma w}\,e^{-2d/w}.
\]

**Q.** You used the pinned value of \(P_m\) for moving walls.

**A.** At leading order that is justified. The midpoint deficit changes at a relative rate of order \(|\dot d|/w\), which is exponentially small, whereas it relaxes to its static value at a rate of order \(a/\gamma\). It therefore follows the walls quasistatically. Multiplying the equation of motion by \((2/w)e^{2d/w}\) gives

\[
\frac{d}{dt}e^{2d/w}\simeq-\frac{96}{\tau},\qquad \tau=\frac{\gamma w^2}{g},
\qquad t_{\rm collapse}\simeq\frac{\tau}{96}\,e^{2d_0/w},
\]

where \(d_0\) is the initial separation. The final stage, when the walls overlap, is not described by this law, but it lasts a time of order \(\tau\).

This was tested by integrating the full equation of motion from two added tanh walls at \(d_0=5w\). Between \(10\tau\) and \(60\tau\) the separation fell from \(4.978w\) to \(4.848w\), and the fitted slope of \(e^{2d/w}\) was \(-96.1/\tau\), against the predicted \(-96/\tau\). With \(\gamma=10^{-13}\) s, \(\tau=4\times10^{-12}\) s. From \(d_0=4w\) the midpoint polarization reached zero after \(1.26\times10^{-10}\) s; the law gives \(1.24\times10^{-10}\) s. From \(10w\) the law gives \(2.0\times10^{-5}\) s, longer by \(e^{12}\).

**Q.** Would heating the crystal towards its transition weaken the attraction? The wall energy falls.

**A.** In mean field, heating lowers \(a\). Hold \(g\), \(b\) and \(d\) fixed. The leading force is

\[
\frac{16a^2}{b}\exp\left(-d\sqrt{\frac{2a}{g}}\right),
\]

and its logarithmic derivative with respect to \(a\) is \((2-d/w)/a\). This is negative for \(d>2w\), so the force grows on heating throughout the range where the law applies. The walls widen, and their overlap gains more than the prefactor loses. Once \(d\) is no longer large compared with \(w\), the law fails.

**Q.** Where would this stand in a real ferroelectric?

**A.** The chosen \(P_0\), about 0.3 C/m², and \(w\), 1 nm, have the rough size found in perovskite ferroelectrics, though their 180° walls can be narrower. If \(w\) is comparable with the lattice spacing, the continuum theory is doubtful, and lattice pinning or defects can hold the walls against so weak a force.

In films and capacitors, incomplete screening of the surface charge can invalidate the neglect of electrostatics. A field \(E\) along the reversed domain pushes the walls apart with pressure \(2P_0E\), because widening that domain lowers the energy by \(2P_0E\) per unit length. It balances the attraction at \(5w\) when \(E=3.65\times10^5/(2\times10^5)\approx1.8\) statV/cm. An unscreened plate with fixed polarization \(P_0\) normal to its faces would have a depolarizing field \(4\pi P_0\approx1.3\times10^6\) statV/cm (\(3.8\times10^8\) V/cm). This serves only as a reference scale. It lies far above breakdown and is about 650 times the model's own intrinsic coercive field, \(2aP_0/(3\sqrt3)\approx1.9\times10^3\) statV/cm, so a uniform polarization survives only when nearly all of it is screened. A residue of about 1.5 parts in a million is thus enough to cancel the attraction at \(5w\), and a larger one reverses the net force there. The law \(U\simeq-12\sigma e^{-2d/w}\) is thus a result for the quartic model with elastic energy left out. The number 12 and the rate \(2/w\) both belong to the quartic well. A sixth-order term, which many perovskites with a first-order transition require, changes the wall shape and the prefactor. The decay rate is then the tail rate \(\sqrt{V''(P_0)/g}\), which is no longer tied to the wall width as \(2/w\). Even where the model is adequate, the walls must be a few widths apart, and both the pressure of any residual field and the pinning must be weaker than the attraction.

## Numbers as computed

```
a = 0.050 (dimensionless)
P0 = 1.000e+05 statC/cm^2
b = 5.000e-12 cm^3/erg
g = 2.500e-16 cm^2
gamma = 1.000e-13 s
wall width w = 1.0000e-07 cm
barrier V(0) = 1.2500e+08 erg/cm^3
wall energy sigma = 33.3333 erg/cm^2
wall energy by quadrature = 33.3333 erg/cm^2
prefactor 12 sigma = 400.000 erg/cm^2
prefactor 24 sigma/w = 8.0000e+09 erg/cm^3
smallest d/w with a reversed domain = 2.2214
Interaction energy U in erg/cm^2: d/w, pinned, law, superposition
  3  -1.04465e+00  -9.91501e-01  -9.59239e-01
  4  -1.35615e-01  -1.34185e-01  -1.33329e-01
  5  -1.81956e-02  -1.81600e-02  -1.81394e-02
  6  -2.45852e-03  -2.45768e-03  -2.45722e-03
Attraction dU/dd in erg/cm^3: d/w, pinned, law, pinned/law
  3  2.17334e+07  1.98300e+07  1.09598
  4  2.73596e+06  2.68370e+06  1.01947
  5  3.64527e+05  3.63199e+05  1.00366
  6  4.91851e+04  4.91537e+04  1.00064
Midpoint deficit 1 - Pm/P0: d/w, pinned, 4 exp(-d/w)
  3  0.23644  0.19915
  4  0.07693  0.07326
  5  0.02738  0.02695
  6  0.00997  0.00992
pinned U at d = 5w = -1.8196e-05 J/m^2
pinned dU/dd at d = 5w = 3.6453e+04 Pa
time unit gamma w^2/g = 4.000e-12 s
free walls: d/w at 10 time units = 4.97779
free walls: d/w at 60 time units = 4.84833
slope of exp(2d/w) per time unit = -96.128 (law -96)
collapse from d = 4w, computed = 1.2607e-10 s
collapse from d = 4w, law = 1.2421e-10 s
collapse from d = 10w, law = 2.0215e-05 s
```
